How a Flat Ablation Cloud Becomes a Forward-Elongated Plume

A calculation of film thickness in pulsed laser deposition that sends atoms along straight lines to the substrate needs the angular width of the plume as an input. The laser spot is about a millimetre wide and the fresh vapour only some tens of micrometres thick, so one must decide whether the plume inherits this flat shape, forgets it, or reverses it. For a collisional cloud released at rest into vacuum the shape reverses, and the final aspect ratio follows from three ordinary differential equations. They also show which side of a rectangular spot gives the wider side of the deposit.

**From the gas equations to three semi-axes**

Let the target surface be the plane z = 0 and let z point away from it. The vapour is an ideal gas of atoms of mass m with a constant adiabatic exponent γ > 1. Viscosity, heat conduction and the background gas are neglected. We use atomic units with k_B = 1, so the temperature T is an energy. A prime on a function of time is a time derivative. The number density n, velocity v and temperature obey

∂n/∂t + ∇·(n v) = 0, (1)

m(∂v/∂t + v·∇v) = −(1/n) ∇(nT), (2)

∂T/∂t + v·∇T = −(γ−1) T ∇·v. (3)

At t = 0 the gas is at rest, has the uniform temperature T0, and has a Gaussian density with central value n0 and rms semi-axes σ_i(0), where i = x, y, z. We try a flow in which every gas element keeps its scaled position ξ_i = x_i/σ_i(t):

v_i = x_i σ_i'/σ_i, (4)

n = n0 (V0/V) exp(−Σ x_i²/2σ_i²), V = σ_x σ_y σ_z, (5)

T = T0 (V0/V)^(γ−1), (6)

with V0 = V(0). The velocity v_z vanishes at z = 0, so the plane can be replaced by a wall that lets gas slip and takes up no heat. The real plume is the half with z > 0.

From (4), ∇·v = Σ σ_i'/σ_i = V'/V. Along the path of an element the exponent in (5) is constant, so ln n changes at the rate −V'/V = −∇·v, which is (1). Likewise ln T changes at the rate −(γ−1)V'/V, which is (3).

In (2), the element at x_i = σ_i ξ_i has the acceleration σ_i'' ξ_i = x_i σ_i''/σ_i. Because T is uniform in space, the force term is

−(T/m) ∂(ln n)/∂x_i = (T/m) x_i/σ_i².

The factor x_i cancels, so one equation per axis serves the whole cloud:

σ_i'' = F(t)/σ_i, F = K (V0/V)^(γ−1), K = T0/m. (7)

Thus F is the current temperature divided by m, common to all axes. The factor 1/σ_i is the steepness of the density: along a short axis the pressure falls over a short distance and pushes harder.

**Energy and the final velocities**

Multiply (7) by σ_i' and sum over the axes. On the right,

F Σ σ_i'/σ_i = K V0^(γ−1) V^(−γ) V' = −d/dt [K (V0/V)^(γ−1)/(γ−1)].

Integration from the state of rest gives

½ Σ σ_i'² + F/(γ−1) = K/(γ−1). (8)

All accelerations are positive, so every axis grows without limit and F → 0. With u_i for the final value of σ_i',

Σ u_i² = 2K/(γ−1). (9)

The mean of x_i² is σ_i², so ½mΣu_i² is the mean kinetic energy per atom. Equation (9) says that it equals the initial heat T0/(γ−1). The total is fixed, and the shape decides how the axes share it.

For a monatomic gas without internal excitation, γ = 5/3, there is a second integral. We have

d²/dt² (½ Σ σ_i²) = Σ σ_i'² + Σ σ_i σ_i'' = Σ σ_i'² + 3F.

By (8), Σ σ_i'² = 3K − 3F, so the right side is 3K. Two integrations from rest give

Σ σ_i² = Σ σ_i(0)² + 3K t². (10)

**The initially shorter axis stays the faster one**

Take two axes with σ_1(0) < σ_2(0) and let D = σ_2 − σ_1. From (7),

D'' = F(1/σ_2 − 1/σ_1) = −F D/(σ_1 σ_2). (11)

While D > 0, D'' is negative. Since D'(0) = 0, D' becomes negative and keeps falling, so D reaches zero in a finite time. After the crossing D < 0 and D'' > 0: the axis that started longer is now the shorter one and has the larger acceleration. The velocity lead σ_1' − σ_2' = −D' therefore has its maximum at the crossing and then shrinks. The statement that the initially shortest axis is accelerated most holds only until it is overtaken in shortness. It remains to show that the lead cannot be lost.

Keep the function F(t) of the actual cloud fixed and consider the family of solutions of

R'' = F/R, R(0) = R0, R'(0) = 0. (12)

The choices R0 = σ_1(0) and R0 = σ_2(0) reproduce the two axes. Let S = ∂R/∂R0. Differentiating (12) with respect to R0 gives

S'' = −F S/R², S(0) = 1, S'(0) = 0. (13)

As with D, S falls from 1 and vanishes at some finite time t1, with S' < 0 up to and including t1. To go beyond t1, define W = S R'' − R' S'. Then

W' = S' R'' + S R''' − R'' S' − R' S'' = S R''' − R' S''.

From (12), R''' = F'/R − F R'/R². Inserting this and (13), the two terms with F R' S/R² cancel, and

W' = S F'/R. (14)

The volume grows, so F' ≤ 0. At t1 we have S = 0 and W(t1) = −R'S' > 0. As long as S < 0 afterwards, (14) gives W' ≥ 0, so W stays at or above W(t1). Solving the definition of W for the product of velocities,

R' S' = S R'' − W < 0, (15)

because S < 0, R'' > 0 and W > 0. Hence S' < 0, S moves further from zero, and the argument holds for all later times. Integration over the starting size yields

σ_2' − σ_1' = ∫ S' dR0 < 0 for every t > 0, (16)

with R0 running from σ_1(0) to σ_2(0). In the same way D = ∫ S dR0 decreases steadily and crosses zero once.

The strict order survives in the limit t → ∞. By (15), S' ≤ −W(t1)/R' after t1. Since S' < 0, the velocity R' of each family member in this range is at most σ_1', which (8) bounds by [2K/(γ−1)]^½. The positive quantity W(t1) varies continuously with R0 over a closed interval and so has a positive minimum. Therefore u_1 > u_2. At late times σ_i ≈ u_i t, and the aspect ratio of the plume tends to u_z/u_x > 1 if σ_z(0) < σ_x(0).

The ordering and the single crossing were tested on 16 clouds with three random axes, whose lengths spanned a factor of up to about 20, and with γ drawn between 1.2 and 1.9. All pairs obeyed both statements.

The start from rest matters. With σ_x = σ_y = 1, σ_z = 0.02, γ = 5/3 and an initial lateral velocity 3c0, where c0 = √K, the final ratio u_z/u_x is 0.485 and the cloud stays flat. Energy explains this. The total Σu_i² is 18c0² + 3c0², and the lateral velocities can only grow, so u_z² is at most 3c0² while u_x is at least 3c0.

**A nearly spherical cloud**

Let γ = 5/3 and let the axes differ little from R0. To lowest order (10) gives R² = R0² + Kt² for all of them. With τ = √K t/R0 this is R = R0(1+τ²)^½. Then F = K(R0/R)², and (11) becomes

d²D/dτ² = −D/(1+τ²)². (17)

Set φ = arctan τ and D = h(φ)/cos φ. Since dφ/dτ = cos²φ,

dD/dτ = cos²φ (h_φ/cos φ + h sin φ/cos²φ) = h_φ cos φ + h sin φ,

d²D/dτ² = cos²φ (h_φφ cos φ + h cos φ) = cos³φ (h_φφ + h),

where subscripts denote derivatives with respect to φ. The right side of (17) is −h cos³φ, so h_φφ = −2h. The initial conditions select h = D(0) cos(√2 φ). At late times φ → π/2 and dD/dτ → D(0) cos(π/√2), which is negative for D(0) > 0, while dR/dτ → R0. For D = σ_x − σ_z this means

u_z/u_x − 1 ≈ |cos(π/√2)| [σ_x(0)/σ_z(0) − 1] = 0.606 [σ_x(0)/σ_z(0) − 1]. (18)

A small flattening is thus turned into an elongation about 0.6 times as large. Solving (7) with a flattening of 0.1 % gives the coefficient 0.6055, against 0.6057 from the formula. A sphere stays a sphere.

**A thin pancake**

Now let σ_x = σ_y = X and σ_z = Z, with η = Z(0)/X(0) ≪ 1 and 1 < γ < 2. We write X0 and Z0 for the initial sizes. At first X hardly changes, and (8) reduces to

Z'² = u²[1 − (Z0/Z)^(γ−1)], u² = 2K/(γ−1). (19)

When Z has grown to many times Z0, nearly all the heat has become forward motion and Z ≈ ut. The lateral axis is then driven by the weak remaining temperature:

X'' = (K/X) [Z0 X0²/(u t X²)]^(γ−1). (20)

Put X = X0 ξ and t = t* s, where ξ(s) is now the scaled lateral size. Collecting the constants, (20) becomes

d²ξ/ds² = C ξ^(1−2γ) s^(1−γ), C = (K t*²/X0²) (Z0/(u t*))^(γ−1).

Choose t* so that C = 1. With ℓ = u t*/X0 and K = (γ−1)u²/2, this condition reads

½(γ−1) ℓ² (η/ℓ)^(γ−1) = 1, or ℓ^(3−γ) = [2/(γ−1)] η^(−(γ−1)). (21)

What remains is a problem without parameters other than γ:

d²ξ/ds² = ξ^(1−2γ) s^(1−γ), ξ = 1 and dξ/ds = 0 at s = 0. (22)

Its slope tends to a number w. Then u_x = w X0/t*, u_z ≈ u, and u_z/u_x = ℓ/w:

u_z/u_x → (1/w) [2/(γ−1)]^(1/(3−γ)) η^(−(γ−1)/(3−γ)), η → 0. (23)

The two bounds on γ have distinct roles. For γ < 2 the force s^(1−γ) is integrable at s = 0, so the short initial period in which Z ≈ ut is wrong adds a vanishing share. For γ > 1 the late force falls as s^(2−3γ), faster than 1/s, so the slope converges.

For γ = 5/3, w = 2.011 and the law is u_z/u_x ≈ 1.134 η^(−1/2). A cloud four times thinner at fixed width gives a ratio only twice as large, because the lateral push continues long after the forward acceleration has ended. At η = 0.02 the law gives 8.02 and the full equations give 7.99. For γ = 1.4 the exponent is −1/4, and the error relative to the full ratio is 0.64 % at η = 10⁻⁴ and 0.06 % at η = 10⁻⁶.

**Thickness of the deposited film**

Far from the target an atom with scaled position ξ_i moves at v_i = u_i ξ_i. The velocities are therefore distributed as exp(−Σ v_i²/2u_i²), with v_z > 0. Place a flat substrate at distance L, much larger than the source, and let every atom stick where it lands. The landing point is x = L v_x/v_z, y = L v_y/v_z. At fixed v_z, dv_x dv_y = (v_z/L)² dx dy. The thickness h is therefore proportional to

∫ v_z² exp(−½A v_z²) dv_z, A = 1/u_z² + x²/(L u_x)² + y²/(L u_y)²,

with v_z from 0 to ∞. The substitution q = √A v_z shows that the integral is proportional to A^(−3/2). Hence

h(x,y)/h(0,0) = [1 + (u_z x/(u_x L))² + (u_z y/(u_y L))²]^(−3/2). (24)

Along x the thickness is halved where the bracket equals 2^(2/3):

x_h = L (u_x/u_z) [2^(2/3) − 1]^½ = 0.766 L u_x/u_z. (25)

**A niobium plume**

Take T0 = 0.60 eV (6963 K), γ = 5/3, and initial semi-axes of 1.0 mm along x, 0.5 mm along y and 20 µm along z. The mass of 92.906 u gives c0 = (T0/m)^½ = 0.789 km/s. By (7) the initial accelerations along x, y and z stand as 1 : 2 : 50.

The forward axis passes the y axis after 0.46 µs and the x axis after 0.86 µs, at a size of 1.06 mm (1.06×10⁷ Å). At 1 µs the semi-axes are 1.072, 0.641 and 1.249 mm. Equation (10) can be checked here: the squares add up to 1.149 + 0.411 + 1.560 = 3.120 mm², and the right side is 1.250 + 3(0.7894)² = 3.120 mm².

The final velocities along x, y and z are 0.149, 0.253 and 1.335 km/s; the last is 6.10×10⁻⁴ atomic units. The lead u_z − u_x is 1.216 km/s at the crossing and 1.187 km/s at the end, a slight loss as (11) requires. The kinetic energies are 0.011, 0.031 and 0.858 eV per atom. Their sum is (3/2)(0.60) = 0.90 eV, of which the forward motion holds 95 %.

The final ratios are u_z/u_x = 9.0 and u_z/u_y = 5.3. The two spot axes also exchange order, at 5.2 µs, and u_y/u_x ends at 1.70. For L = 50 mm, (25) gives half-thickness distances of 4.3 mm along x and 7.3 mm along y: the deposit is wider along the short side of the spot.

The finite source size still matters at this distance. At 10 µs σ_x is 2.28 mm, while u_x t is 1.49 mm, an excess of 0.79 mm; at 100 µs the excess is still about 0.75 mm. An atom with ξ_x = 1 and v_z = u_z lands at L u_x/u_z = 5.6 mm in the far limit, so this excess moves it outward by about 14 %. Along y the same estimate gives about 3 %. The half-thickness distances shift more, because faster atoms land closer to the axis, where the same excess is a larger share. Following all atoms to the substrate with x_i = σ_i(t) ξ_i gives about 5.5 mm along x and 7.9 mm along y, so the order of the two widths is kept.

**What a real plume changes**

The chosen sizes and temperature are rough values for weak nanosecond ablation of a metal. The central density, 2×10⁻⁵ Å⁻³, corresponds to a removed depth of about 9 nm at the spot centre. Stronger irradiation gives a largely ionized and much more energetic plume, to which these numbers do not apply. The estimates below use rough atomic data and the same initial axes unless stated otherwise.

Constant γ = 5/3 is a doubtful assumption for niobium, whose open d shell has low electronic levels. A round model with two groups of levels 1.2 eV apart and a weight ratio of 2 adds 0.67 k_B to the heat capacity per atom at T0. Then γ = 1 + 1/(1.5 + 0.67) = 1.46. If this value held during the whole expansion, u_z/u_x would drop from 9.0 to 5.6. With a smaller γ the gas cools more slowly as it expands, so the lateral push lasts longer. In this two-group model the extra heat capacity first rises slightly on cooling, to 0.76 k_B, and has nearly vanished at 0.2 T0, so a constant γ overstates its effect: with the temperature-dependent heat capacity the ratio is about 7.9. Real niobium also has levels within about 0.15 eV of the ground state, which stay excited to much lower temperatures. With approximate niobium levels below about 1.4 eV kept in equilibrium throughout the expansion, the ratio comes out near 5.5, so a drop of this size is plausible for the real atom. How long the levels stay in equilibrium was not calculated, and these values show a sensitivity and are not a prediction.

The initial thickness is also uncertain. In a 20 ns pulse, sound-like motion at c0 covers 16 µm, comparable with the assumed 20 µm, so release at one instant is an idealization. A thickness of 10 µm gives u_z/u_x = 12.8 and 40 µm gives 6.3, close to the factor of two expected from the η^(−1/2) law.

At the initial central density, ionization of about 4 % stores 0.27 eV per atom, against 0.90 eV of initial thermal energy. The vapour at the cloud centre also becomes supersaturated after 19 ns, when V has grown by a factor of 1.27. About 0.08 three-body encounters per atom follow there, if a collision counts as three-body when a third atom lies within a volume d³, with πd² = 30 Å²; the volume (4π/3)d³ gives 0.34. If each released the full condensation heat of 7 eV, they would add about 0.6 eV per atom at the centre with the first volume and 2.4 eV with the second, and less in the dilute outer parts, so heating by condensation cannot be dismissed. Its effect on the shape was not calculated.

Loss of collisions also changes the shape. With a cross-section of 30 Å², the collision rate at the cloud centre falls to the expansion rate V'/(3V) at 8.8 µs. By then the flow has 97 % of its final velocity along x and 98 % along y. A sudden end of collisions, with the remaining thermal spread added to the flow, gives u_z/u_x = 8.9 in place of 9.0. This estimate is too favourable, because it keeps one common temperature until the end of collisions. The gas stretches mainly along z, so with too few collisions the temperature along z falls below the lateral ones before that time. The lateral push is then stronger, and a model in which separate temperatures along the three axes relax at about the hard-sphere collision rate gives a drop in the ratio of 8 to 9 % with the rate at the centre and about 19 % with the rate averaged over the cloud, instead of 1 %. The dilute outer parts also lose their collisions earlier than the centre.

Finally, (24) needs vacuum. For a stationary background gas at 300 K and the same cross-section, an atom makes on average one collision over 50 mm at about 2 mTorr. Well below that pressure the free expansion is a reasonable starting point; in a process gas of 100 mTorr it is not. Turning the long side of the spot to set the wide side of the deposit is thus a rule for a collisional plume, released nearly at rest, in a background far below 2 mTorr for a distance of 50 mm. It also needs a distant substrate: for this spot the two widths are about equal at 10 mm, and closer in the deposit is wider along the long side. The numerical output below lists most of the values used here.

Computed results

```
GENERAL RESULTS
random clouds tested: 16
near-sphere coefficient: 0.6057 (full run 0.6055)
thin limit, gamma 5/3: slope w = 2.0109
thin limit, gamma 5/3: u_z/u_x = 1.1336 eta^(-1/2)
thin-law error, gamma 1.400, eta 1e-04: 0.642 %
thin-law error, gamma 1.400, eta 1e-06: 0.064 %
thin-law error, gamma 1.667, eta 1e-04: 0.002 %
thin-law error, gamma 1.667, eta 1e-06: 0.000 %
eta 0.02, gamma 5/3: law 8.02, full 7.99
u_z/u_x with lateral start 3 c0: 0.485
NIOBIUM PLUME (rough typical inputs)
atomic mass: 92.906 u
T0: 0.60 eV = 6963 K; gamma: 1.6667
semi-axes x, y: 1.00, 0.50 mm; z: 20 um
central density: 2.0e-05 1/A^3; pressure: 1.44e+04 Torr
equivalent removed depth: 9.0 nm (lattice constant 3.3 A)
c0: 0.7894 km/s; time unit 1 mm/c0: 1.2668 us
initial accelerations x:y:z = 1 : 2.0 : 50.0
crossing z=y: 0.462 us at 0.548 mm
crossing z=x: 0.855 us at 1.058 mm
crossing y=x: 5.158 us at 1.595 mm
size at z=x crossing: 1.058e+07 A
lead u_z-u_x: 1.216 km/s at crossing, 1.187 final
t=0.1 us: x,y,z = 1.002, 0.505, 0.100 mm
t=1 us: x,y,z = 1.072, 0.641, 1.249 mm
t=10 us: x,y,z = 2.282, 2.796, 13.235 mm
t=100 us: x,y,z = 15.624, 25.562, 133.406 mm
final u_x,u_y,u_z: 0.149, 0.253, 1.335 km/s
final u_z: 6.104e-04 atomic units
final u_z/u_x: 8.98; u_z/u_y: 5.27; u_y/u_x: 1.703
kinetic energy x,y,z: 0.0107, 0.0309, 0.8584 eV; sum 0.9000
film half-thickness at 50 mm: x 4.27, y 7.27 mm
NEGLECTED EFFECTS (rough atomic inputs)
cross-section 30 A^2; first free path 0.118 um
collisions cease: 8.84 us, T = 0.00178 eV
flow u_x, u_y then / final: 0.965, 0.985
sudden freeze: u_z/u_x 8.91, u_z/u_y 5.27
level model: gap 1.2 eV, weight ratio 2, heat capacity 0.671 k_B
gamma 1.461: u_z/u_x 5.57, u_z/u_y 3.63
ionized (I=6.8 eV): 4.01 %, stores 0.273 eV/atom
condensation inputs: 7.0 eV/atom, boiling 5000 K
saturated at V/V0 = 1.273, t = 19.4 ns
three-body encounters per atom after that: 0.0818
condensed share giving heat 1.5 T0: 12.9 %
c0 times 20 ns pulse: 15.8 um
u_z/u_x for 10, 40 um thickness: 12.75, 6.29
background for one collision in 50 mm: 2.07 mTorr
```
